# Levels of 4d² Sn¹²⁺ from highest-weight states of total angular momentum

## Definitions and conventions

The ion Sn\(^{12+}\) has a closed core of 36 electrons and two electrons in the 4d shell. Within this single configuration, and apart from an energy common to all its states, the Hamiltonian is

\[
H=\frac{1}{r_{12}}+\zeta\sum_{i=1}^{2}\mathbf l_i\cdot\mathbf s_i .
\]

Formulas are in atomic units with angular momenta in units of \(\hbar\); energies are quoted in cm\(^{-1}\). A spin-orbital is labelled by \(m=-2,\dots,2\) and by spin \(\uparrow\) or \(\downarrow\). The ten spin-orbitals give \(10\cdot9/2=45\) two-electron determinants. Capital \(\mathbf L,\mathbf S,\mathbf J=\mathbf L+\mathbf S\) are total angular momenta, and \(M\) is the eigenvalue of \(J_z\). Spherical harmonics have Condon–Shortley phases.

With \(P(r)\) the normalized radial 4d function times \(r\), and \(r_<,r_>\) the smaller and larger of \(r,r'\), the Slater integrals are

\[
F^k=\iint P(r)^2\,\frac{r_<^k}{r_>^{k+1}}\,P(r')^2\,dr\,dr' .
\]

No denominators are absorbed in them. The abbreviations \(A=F^2/49\) and \(B=F^4/441\) will be convenient.

## The radial parameters

The core is solved by nonrelativistic Hartree–Fock and then frozen. The 4d function minimizes the energy averaged over all 45 states, \(2I+F^0-\tfrac{2}{63}(F^2+F^4)\), where \(I\) is the energy of one 4d electron in the core field; the coefficient \(2/63\) is derived below. Since \(F^k\) contains \(P\) four times and \(2I\) has the variation \(4\int\delta P\,h_{\rm core}P\,dr\), the stationary condition is

\[
\left[h_{\rm core}+Y^0-\tfrac{2}{63}(Y^2+Y^4)\right]P=\varepsilon P,\qquad
Y^k(r)=\int\frac{r_<^k}{r_>^{k+1}}P(r')^2dr',
\]

solved in the space orthogonal to 3d.

For an electron with potential energy \(V(r)\), the leading relativistic spin-orbit term is \((\alpha^2/2)(1/r)(dV/dr)\,\mathbf l\cdot\mathbf s\), with \(\alpha\) the fine-structure constant. Gauss's law gives \(dV/dr=[Z-N(r)]/r^2\), where \(N(r)\) counts the core electrons and the other 4d electron inside radius \(r\). Hence

\[
\zeta=\frac{\alpha^2}{2}\int P(r)^2\,\frac{Z-N(r)}{r^3}\,dr .
\]

The results are \(F^0=222803\), \(F^2=116250\), \(F^4=78618\) and \(\zeta=4903\) cm\(^{-1}\). The average of \(Z-N\) weighted by \(P^2/r^3\) is 40.0, against a nuclear charge of 50: the spin-orbit integral takes its weight from small radii, where much of the core charge lies outside. Whole wavenumbers are kept below so that the arithmetic can be followed. They are not a claim of accuracy.

## First scheme: one term at a time

The naive scheme finds the Coulomb terms and then gives each triplet its own spin-orbit splitting.

**Which terms exist.** Spatial products \(|m_1m_2\rangle\) can be made symmetric or antisymmetric under exchange. For \(M_L=4,3,2,1,0\) there are 1, 1, 2, 2, 3 symmetric and 0, 1, 1, 2, 2 antisymmetric combinations. Each new state that appears as \(M_L\) falls starts a new \(L\). Symmetric states therefore have \(L=4,2,0\) and need the antisymmetric spin singlet; antisymmetric ones have \(L=3,1\) and need the triplet. The terms are \({}^1G,{}^1D,{}^1S,{}^3F,{}^3P\).

**The Coulomb matrix.** With \(C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}\),

\[
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^qC^k_q(1)C^k_{-q}(2).
\]

Define \(c^k(m,m')=\langle 2m|C^k_{m-m'}|2m'\rangle\). In \(\langle m_1m_2|1/r_{12}|m_3m_4\rangle\) the first electron fixes \(q=m_1-m_3\), and the second then requires \(q=m_4-m_2\). Because \((C^k_q)^\dagger=(-1)^qC^k_{-q}\), the second factor is \((-1)^qc^k(m_4,m_2)\), and the two signs cancel:

\[
\langle m_1m_2|\tfrac1{r_{12}}|m_3m_4\rangle=\delta_{m_1+m_2,\,m_3+m_4}\sum_{k=0,2,4}c^k(m_1,m_3)\,c^k(m_4,m_2)\,F^k .
\]

Odd \(k\) vanish by parity, and \(k>4\) cannot couple two \(l=2\) functions.

**Term energies.** In a sector of fixed \(M_L\) with \(M_S=0\), the trace of the Coulomb matrix equals the sum of the energies of all terms with \(L\ge M_L\). A determinant \((m\uparrow,m'\downarrow)\) has no exchange contribution on the diagonal, because its spins are orthogonal. Its energy is

\[
U_{mm'}=\sum_kc^k(m,m)\,c^k(m',m')\,F^k .
\]

The factors \(c^k(m,m)\) are averages of the Legendre polynomials \(P_k(x)\), \(x=\cos\theta\):

- For \(|m|=2\) the density is proportional to \((1-x^2)^2\), so \(\langle x^2\rangle=1/7\) and \(\langle x^4\rangle=1/21\). This gives \(c^2=-2/7\), \(c^4=1/21\).
- For \(|m|=1\) it is proportional to \(x^2(1-x^2)\), so \(\langle x^2\rangle=3/7\) and \(\langle x^4\rangle=5/21\). This gives \(c^2=1/7\), \(c^4=-4/21\).
- The sum over all five \(m\) is spherical and must average to zero for \(k>0\), so \(m=0\) has \(c^2=2/7\), \(c^4=6/21\).

Energies are now counted from \(F^0\). Going down in \(M_L\) and subtracting the terms already known:

\[
\begin{aligned}
E({}^1G)&=U_{22}=4A+B,\\
E({}^3F)&=2U_{21}-E({}^1G)=(-4A-8B)-(4A+B)=-8A-9B,\\
E({}^1D)&=2U_{20}+U_{11}-(-4A-8B)\\
&=(-7A+28B)+4A+8B=-3A+36B,\\
E({}^3P)&=2U_{2,-1}+2U_{10}-(-7A+28B)\\
&=-56B+7A-28B=7A-84B,\\
E({}^1S)&=2U_{2,-2}+2U_{1,-1}+U_{00}-(-56B)\\
&=14A+70B+56B=14A+126B .
\end{aligned}
\]

Weighting with the degeneracies 9, 21, 5, 9, 1 gives \((-70A-630B)/45=-\tfrac{2}{63}(F^2+F^4)\), the average used for the radial equation.

Here \(A=2372\) and \(B=178.3\) cm\(^{-1}\). For \({}^3F\) this gives \(-18980-1604=-20584\) cm\(^{-1}\). The others are \(-700\) for \({}^1D\), \(1632\) for \({}^3P\), \(9668\) for \({}^1G\) and \(55677\) for \({}^1S\). The gap between \({}^3P\) and \({}^1D\) is a near cancellation, \(10A-120B=23725-21393=2332\) cm\(^{-1}\), so it is sensitive to the ratio \(F^4/F^2\): raising \(F^4\) by 1 percent lowers it by 214 cm\(^{-1}\), about 9 percent.

**Splitting of the triplets.** Multiplying out the right-hand side confirms the identity

\[
\sum_i\mathbf l_i\cdot\mathbf s_i=\tfrac12\mathbf L\cdot\mathbf S+\tfrac12(\mathbf l_1-\mathbf l_2)\cdot(\mathbf s_1-\mathbf s_2).
\]

The naive scheme keeps the first part, which shifts a level by \(\tfrac{\zeta}{4}[J(J+1)-L(L+1)-S(S+1)]\). For \({}^3F\) with \(J=2,3,4\) the shifts are \(-2\zeta,-\tfrac12\zeta,\tfrac32\zeta\). For \({}^3P\) with \(J=0,1,2\) they are \(-\zeta,-\tfrac12\zeta,\tfrac12\zeta\).

## What the first scheme omits

The second part of the identity contains \(\mathbf s_1-\mathbf s_2\), which changes sign when the spins are exchanged. It therefore connects singlets with triplets and has no elements within either class. Since it also conserves \(J\), the possible couplings are \({}^3P_0\)–\({}^1S_0\), \({}^3F_4\)–\({}^1G_4\), \({}^3F_2\)–\({}^1D_2\) and \({}^3P_2\)–\({}^1D_2\).

Their sizes are purely angular factors times \(\zeta\), so they may be found in the case \(F^2=F^4=0\), where the spectrum is known. One electron has \(\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-6-\tfrac34]\), which is \(-\tfrac32\) for \(j=\tfrac32\) and \(1\) for \(j=\tfrac52\). Listing the antisymmetric pairs by \(M\) gives:

- \((\tfrac32)^2\): energy \(-3\zeta\), \(J=0,2\);
- \((\tfrac32,\tfrac52)\): energy \(-\tfrac12\zeta\), \(J=1,2,3,4\);
- \((\tfrac52)^2\): energy \(2\zeta\), \(J=0,2,4\).

In units of \(\zeta\), the \(J=0\) block has diagonal \((-1,0)\) and eigenvalues \(-3,2\). Its determinant gives \(-x^2=-6\), so the coupling is \(\sqrt6\,\zeta\). The \(J=4\) block has diagonal \((\tfrac32,0)\) and eigenvalues \(-\tfrac12,2\), so \(-x^2=-1\) and the coupling is \(\zeta\).

For \(J=2\), in the order \({}^3F,{}^1D,{}^3P\), the block is

\[
\begin{pmatrix}-2&a&0\\a&0&b\\0&b&\tfrac12\end{pmatrix},\qquad\text{eigenvalues } -3,\,-\tfrac12,\,2 .
\]

The sum of the principal \(2\times2\) minors equals the sum of pairwise products of eigenvalues: \(-a^2-b^2-1=-\tfrac{11}{2}\), so \(a^2+b^2=\tfrac92\). The determinant gives \(2b^2-\tfrac12a^2=3\). Substituting \(a^2=\tfrac92-b^2\) leads to \(\tfrac52b^2=\tfrac{21}{4}\), hence \(b^2=\tfrac{21}{10}\) and \(a^2=\tfrac{12}{5}\). The signs can be made positive by choosing the phases of the basis states, because the couplings form a chain without a closed loop.

The seriousness of the omission depends on coupling divided by separation. For \(J=4\) the separation is \(9668-(-20584+7354)=22898\) cm\(^{-1}\) and the ratio is \(4903/22898=0.21\). For \(J=0\) it is \(12009/58947=0.20\). To leading order the admixed weight is the square of this ratio, about 4 to 5 percent. For \({}^3P_2\) and \({}^1D_2\), however, the coupling is 7105 cm\(^{-1}\) and the separation is only \(4084+700=4784\) cm\(^{-1}\). The ratio 1.5 rules out a perturbative treatment, and with it the naive scheme.

## Second scheme: diagonalize everything and count

All couplings are included if the full \(45\times45\) matrix is built. For determinants \((ab)\) and \((cd)\), the normalized states are \((|ab\rangle-|ba\rangle)/\sqrt2\). An operator \(O\) symmetric in the two electrons then has the element

\[
\tfrac12(O_{ab,cd}-O_{ab,dc}-O_{ba,cd}+O_{ba,dc})=O_{ab,cd}-O_{ab,dc}.
\]

If the 45 columns of a \(100\times45\) matrix \(W\) hold these pair states, \(W^{T}OW\) produces all elements with their fermion signs. A one-electron operator \(t\) enters as \(O=t\otimes1+1\otimes t\).

The tempting next step is to sort the eigenvalues and read \(J\) from a group of size \(2J+1\). This can fail. At \(\zeta=0\) the \({}^3P\) group has nine members, which would be read as \(J=4\), although it contains \(J=0,1,2\) with \(1+3+5=9\). At \(F^2=F^4=0\) the groups have sizes 6, 24 and 15. The first two are not odd, and 15 would suggest \(J=7\), whereas the group contains \(J=0,2,4\). A degeneracy is a consequence of \(J\), but does not determine it.

Restricting the matrix to fixed \(M\) does not always give states of definite \(J\) either. The sector \(M=2\) has six determinants and yields every level with \(J\ge2\). Removing the eigenvalues of the sector \(M=3\) from its list, each as often as it occurs there, leaves the \(J=2\) energies. It does not always identify the states: when a \(J=2\) level coincides with one of larger \(J\), the computed eigenvectors can be arbitrary mixtures of the two.

## The repaired scheme: highest-weight states

What distinguishes \(J=M\) from larger \(J\) in a sector is that its states cannot be raised. The scheme therefore takes, in the sector \(M=J\), the solutions of

\[
J_+v=0,\qquad J_+=J_x+iJ_y .
\]

The identity \(\mathbf J^2=J_-J_++J_z^2+J_z\) gives \(\mathbf J^2v=J(J+1)v\) at once. The Coulomb energy is unchanged when both electrons are rotated together, and \(\mathbf l_i\cdot\mathbf s_i\) is a scalar under joint rotation of space and spin. Thus \(H\) commutes with \(J_z\) and \(J_+\), and \(J_+Hv=HJ_+v=0\): the selected space is closed under \(H\), which can be diagonalized inside it.

The number of solutions follows from counting. Every state with \(M=J+1\) belongs to some \(J'\ge J+1\) and can be reached by raising a state with \(M=J\). So \(J_+\) maps one sector onto the next, and its null space has dimension

\[
n_J=\dim(M=J)-\dim(M=J+1).
\]

The sectors \(M=0,\dots,4\) contain 9, 7, 6, 3, 2 determinants, and \(M=5\) contains none. Hence \(n_J=2,1,3,1,2\), in agreement with the blocks found from the terms.

The selection is numerically safe. With \(R\) the matrix of \(J_+\) from \(M=J\) to \(M=J+1\), the eigenvalues of \(R^TR\) are \(J'(J'+1)-J(J+1)\). They are zero for \(J'=J\) and at least \(2(J+1)\ge2\) otherwise, whatever the values of \(F^k\) and \(\zeta\). Coinciding energies therefore cannot confuse it.

Repeated lowering supplies the other states of a level. The squared norm of \(J_-|J,M\rangle\) is \(J(J+1)-M(M-1)\), which first vanishes at \(M=-J\). This makes \(2J+1\) states of equal energy, and the total is

\[
2\cdot1+1\cdot3+3\cdot5+1\cdot7+2\cdot9=45 .
\]

To verify this without presupposing it, the full matrix was diagonalized with no reference to \(J\). Nine groups appeared. In each, the size was \(2J+1\) and \(\mathbf J^2\) restricted to the group was \(J(J+1)\) times the unit matrix. The restricted \(\mathbf J^2\) matters: if levels of different \(J\) coincided, it would show several eigenvalues and reveal the mixture.

A consistent error in the Coulomb angular factors could preserve all degeneracies, since any rotational scalar does so. The Coulomb spectrum was therefore also computed from Gaussian two-electron integrals over real 4d orbitals, without Slater integrals or \(c^k\). The largest difference was 0.7 cm\(^{-1}\).

## The levels of Sn¹²⁺

For \(J=0\) the diagonal energies are \(1632-4903=-3271\) and \(55677\) cm\(^{-1}\), with coupling 12009. Half their sum is 26203 and half their difference 29474, so

\[
E=26203\pm\sqrt{29474^2+12009^2}=26203\pm31827 ,
\]

or \(-5624\) and \(58030\) cm\(^{-1}\).

For \(J=2\) the diagonal energies are \(d_F=-30390\), \(d_D=-700\), \(d_P=4084\), and the couplings are \(a\zeta=7595\), \(b\zeta=7105\). Eliminating the \({}^3P\) and then the \({}^1D\) amplitude from the eigenvalue equations gives

\[
E=d_F+\frac{(a\zeta)^2}{E-d_D-\dfrac{(b\zeta)^2}{E-d_P}} .
\]

The lowest root is \(E=-32299\). Inserting it, the inner fraction is \(7105^2/(-36383)=-1387\), the denominator is \(-31599+1387=-30212\), and the right-hand side is \(-30390-1909=-32299\), as required. This is the lowest level of the configuration. Measured from it, the levels are as follows; last digits may differ by one from the rounded arithmetic above.

| \(J\) | cm\(^{-1}\) | eV | weights in percent |
|---|---|---|---|
| 2 | 0 | 0 | \({}^3F\) 94, \({}^1D\) 6 |
| 3 | 9264 | 1.15 | \({}^3F\) 100 |
| 4 | 18064 | 2.24 | \({}^3F\) 96, \({}^1G\) 4 |
| 0 | 26676 | 3.31 | \({}^3P\) 96, \({}^1S\) 4 |
| 2 | 27882 | 3.46 | \({}^1D\) 56, \({}^3P\) 39, \({}^3F\) 5 |
| 1 | 31480 | 3.90 | \({}^3P\) 100 |
| 2 | 42010 | 5.21 | \({}^3P\) 61, \({}^1D\) 38, \({}^3F\) 1 |
| 4 | 42973 | 5.33 | \({}^1G\) 96, \({}^3F\) 4 |
| 0 | 90329 | 11.20 | \({}^1S\) 96, \({}^3P\) 4 |

The first scheme would give \({}^3F\) intervals of \(\tfrac32\zeta=7354\) and \(2\zeta=9806\) cm\(^{-1}\). With all couplings included the model gives 9264 and 8800, so their order is reversed. The cause is visible in the blocks: coupling pushes \(J=2\) down by 1909 and \(J=4\) down by about 1006 cm\(^{-1}\), while \(J=3\) has no partner. The order of levels changes as well. Without coupling, \({}^1D_2\) at \(-700\) lies above \({}^3P_1\) at \(-819\); with it, the middle \(J=2\) level lies 3598 cm\(^{-1}\) below \(J=1\). For the two upper \(J=2\) levels a term label names the largest component of a strong mixture, whereas \(J\) remains a sharp label.

## Where the result holds

The \(2J+1\) states of each level stay degenerate for any values of \(F^k\) and \(\zeta\), because this follows from rotational symmetry. At particular values levels of different \(J\) can coincide, and the observed groups are then larger. An external field, or coupling to a nuclear spin, removes the symmetry under rotations of the electrons alone and can split the levels.

The energies are less secure. A coarser Gaussian basis changed each of the four radial parameters by no more than about 0.4 percent relative to the finer one, but this measures basis sensitivity alone. The model omits scalar relativistic changes of the orbitals, core relaxation, exchange and spin-other-orbit corrections to \(\zeta\), and mixing with other configurations. No estimate of their combined size has been made here, and the table is the spectrum of the model, not of the measured ion. Close levels can change order: with \(F^2\) and \(F^4\) lowered by 15 percent at fixed \(\zeta\), a usual allowance for correlation, the blocks put the upper \(J=4\) level about 200 cm\(^{-1}\) below the upper \(J=2\) level and lower the top level by about 11000 cm\(^{-1}\), while the reversed order of the \({}^3F\) intervals remains. Mixing with configurations of the same parity enlarges the matrix, but the selection \(J_+v=0\) carries over, since it requires only that \(H\) commute with \(\mathbf J\).

All nine levels have even parity. Electric-dipole transitions among them are therefore forbidden, and the spacings in the table are not photon energies of strong EUV lines. For such lines the same construction must also be applied to odd configurations, and the dipole matrix elements between the two sets computed. The complete values are in the numerical output.

## Computed values

```
Sn12+ 4d^2, frozen-core nonrelativistic Hartree-Fock radial input
core energy (36 electrons): -5955.395 hartree
core virial ratio -E/T: 1.0000337
4d mean radius: 0.8846 bohr
4d <r^-3>: 20.990 bohr^-3
effective charge in zeta: 39.97 (nuclear charge 50)
F0: 222803 cm^-1
F2: 116250 cm^-1
F4: 78618 cm^-1
F4/F2: 0.6763
zeta: 4902.8 cm^-1
largest relative change of F0,F2,F4,zeta in coarse basis: 4.2e-03
Coulomb spectrum, Slater vs Gaussian integrals, max difference: 0.694 cm^-1
term energies relative to F0, without spin-orbit coupling:
  3F: -20584.1 cm^-1, degeneracy 21
  1D: -699.5 cm^-1, degeneracy 5
  3P: 1632.2 cm^-1, degeneracy 9
  1G: 9668.1 cm^-1, degeneracy 9
  1S: 55676.7 cm^-1, degeneracy 1
configuration average relative to F0: -6186.3 cm^-1
coupling 3P0-1S0: 12009.4 cm^-1
coupling 3F2-1D2: 7595.4 cm^-1
coupling 3P2-1D2: 7104.9 cm^-1
coupling 3F4-1G4: 4902.8 cm^-1
J=2 block diagonal (3F,1D,3P) relative to F0: -30389.7, -699.5, 4083.6 cm^-1
determinants with M=0..4: [9, 7, 6, 3, 2]
J block sizes for J=0..4: [2, 1, 3, 1, 2]
lowest level relative to F0: -32299.2 cm^-1
levels above the lowest: J, degeneracy, energy, LS weights in percent
  J=2 deg=5 0.0 cm^-1 = 0.0000 eV | 3F 93.8 3P 0.2 1D 5.9
  J=3 deg=7 9263.7 cm^-1 = 1.1486 eV | 3F 100.0
  J=4 deg=9 18063.8 cm^-1 = 2.2396 eV | 3F 96.0 1G 4.0
  J=0 deg=1 26675.8 cm^-1 = 3.3074 eV | 3P 96.3 1S 3.7
  J=2 deg=5 27882.4 cm^-1 = 3.4570 eV | 3F 4.8 3P 39.2 1D 56.0
  J=1 deg=3 31480.0 cm^-1 = 3.9030 eV | 3P 100.0
  J=2 deg=5 42009.6 cm^-1 = 5.2085 eV | 3F 1.4 3P 60.6 1D 38.0
  J=4 deg=9 42972.9 cm^-1 = 5.3280 eV | 3F 4.0 1G 96.0
  J=0 deg=1 90328.8 cm^-1 = 11.1993 eV | 3P 3.7 1S 96.3
sum of degeneracies: 45
largest spread inside a degenerate group: 3.8e-10 cm^-1
degeneracies for zeta=0, by energy: [21, 5, 9, 9, 1]
degeneracies for F2=F4=0, by energy: [6, 24, 15]
energies for F2=F4=0 in units of zeta: [-3.0, -0.5, 2.0]
```
